# Mask-Height Errors in an Anamorphic 4x/8x Projector: Defocus and Astigmatism

A lithographic projector forms a reduced image of a mask on a wafer. Suppose that the mask sits slightly too high or too low. If the projector reduces equally in all directions, lines of every orientation come to focus again at nearly the same new height, and the wafer can be moved there. An anamorphic projector instead reduces by 4 along one transverse direction, \(x\), and by 8 along the other, \(y\). Its mask and wafer planes are conjugate for both directions when the mask is at its proper height. The question is whether they remain so when the mask is displaced, and whether one movement of the wafer can restore the image.

## Conventions

Let \(z\) increase along the direction in which light travels. The path through a reflective system is unfolded, so this direction is the same at mask and wafer. A positive mask displacement \(d\) moves the mask towards the projector. A positive wafer displacement \(z\) moves the observation plane away from the projector. Both are measured from the correctly focused planes, and both spaces are vacuum.

The magnitudes of the lateral magnifications are

\[
M_x=\frac14,\qquad M_y=\frac18 .
\]

The height error is taken to be uniform over the mask region that contributes to the image under study. The projector is otherwise free of aberration, and its principal directions are \(x\) and \(y\). At first the chief ray, which passes through the centre of the pupil, is parallel to the axis at both ends.

## First derivation: rays

Near the axis, the transverse position and angle of a ray at the output are linear functions of those at the input. Because the principal directions are \(x\) and \(y\), the two transverse motions are independent. For \(x\), let \(m\) be the signed magnification, so that \(m^2=M_x^2\). Between the correctly focused planes,

\[
\begin{pmatrix}x_1\\ \theta_1\end{pmatrix}
=
\begin{pmatrix}m&0\\ C&1/m\end{pmatrix}
\begin{pmatrix}x_0\\ \theta_0\end{pmatrix}.
\]

The upper right element is zero because all rays from one object point meet at one image point, whatever their initial angle. The lower right element is \(1/m\) because the determinant is one when both spaces have the same refractive index. The element \(C\) describes how the output angle depends on object position.

A ray now starts at height \(x_0\) on the displaced mask, at \(z=d\). Extended backwards to the original mask plane, it has height \(x_0-d\theta_0\) and the same angle. The projector cannot distinguish it from a ray that really started there. At the original wafer plane it therefore has

\[
x_1=m(x_0-d\theta_0),\qquad
\theta_1=C(x_0-d\theta_0)+\frac{\theta_0}{m}.
\]

After a further distance \(z\), its position is \(x=x_1+z\theta_1\), or

\[
x=(m+zC)x_0+\left[-md+z\left(\frac1m-Cd\right)\right]\theta_0 .
\]

Rays from one mask point meet again when the coefficient of \(\theta_0\) vanishes. Multiplication of that condition by \(m\) gives \(-m^2d+z(1-mCd)=0\), hence

\[
z_x=\frac{m^2d}{1-mCd}.
\]

If \(C=0\), as for a relay that is telecentric on both sides, the denominator is one. Otherwise the same result holds to first order in \(d\), provided \(|mCd|\ll1\). The calculation for \(y\) is identical, with its own magnification. Thus

\[
\boxed{z_x=M_x^2d=\frac d{16},\qquad z_y=M_y^2d=\frac d{64}.}
\]

The square has a simple origin. One factor of the magnification reduces the transverse error \(d\theta_0\) made at the mask. The other appears because the ray angle is increased by \(1/m\) at the wafer, so a shorter axial distance undoes that error. The signs of the lateral magnifications drop out, and both foci move in the same direction as the mask.

The shape of the ray bundle shows the astigmatism. With \(C=0\), let \(a=\theta_0/m\) be the ray angle along \(x\) at the wafer and \(b\) the corresponding angle along \(y\). Relative to the ideal image point, the ray positions at height \(z\) are

\[
\Delta x=(z-z_x)a,\qquad \Delta y=(z-z_y)b .
\]

At \(z=z_x\), the bundle has no width in \(x\) but retains a width in \(y\): it is a short line along \(y\). At \(z=z_y\), it is a line along \(x\). Halfway between them,

\[
\bar z=\frac{z_x+z_y}{2}=\frac{5d}{128},
\]

and the coefficients of \(a\) and \(b\) are \(-3d/128\) and \(+3d/128\). A circular cone of rays then forms a circular patch. No single plane makes both widths zero unless \(d=0\).

## Second derivation: waves

**Matching directions.** A grating on the mask with period \(p_m\) along \(x\) is imaged with period \(M_xp_m\). For light arriving along the axis, the first diffracted order leaves the mask with transverse direction cosine \(\lambda/p_m\), where \(\lambda\) is the wavelength. At the wafer, the wave that forms the reduced period must have cosine \(a=\lambda/(M_xp_m)\). The mask cosine is therefore \(M_xa\). Likewise, a wafer cosine \(b\) along \(y\) belongs to a mask cosine \(M_yb\). The axial cosines are

\[
\gamma_m=\sqrt{1-M_x^2a^2-M_y^2b^2},\qquad
\gamma_w=\sqrt{1-a^2-b^2}.
\]

A circular pupil at the wafer, \(a^2+b^2\le \mathrm{NA}^2\), thus corresponds to an elliptical range of directions at the mask. Here NA is the numerical aperture at the wafer.

**Phase from the mask displacement.** Write \(k=2\pi/\lambda\) and use waves of the form \(\exp[ik(\alpha x+\beta y+\gamma z)]\). Moving the mask by \(d\) replaces \(z\) by \(z-d\) in every outgoing wave and multiplies it by \(\exp(-ikd\gamma_m)\). The incident wave also reaches the mask with a changed phase. For one source point, that phase is common to all outgoing directions and disappears from the intensity. Different source points add in intensity, so their different common phases do not matter either.

Relative to the chief ray, for which \(\gamma_m=1\), the pupil path is

\[
W_d=d(1-\gamma_m).
\]

Observing at height \(z\) multiplies each wafer wave by \(\exp(ikz\gamma_w)\). Relative to the axial wave this adds a path \(-z(1-\gamma_w)\). The total is

\[
W=d(1-\gamma_m)-z(1-\gamma_w).
\]

**Small angles.** Since \(1-\sqrt{1-s^2}=s^2/2\) to second order in \(s\),

\[
W=\frac{a^2}{2}(M_x^2d-z)+\frac{b^2}{2}(M_y^2d-z).
\]

The path error along \(x\) vanishes at \(z=M_x^2d\), and that along \(y\) at \(z=M_y^2d\). These are the shifts found with rays.

Their meaning for a printed pattern follows from a grating image made by three waves: an axial wave of real amplitude \(A_0\) and two first orders of real amplitude \(A_1\), all with the same polarization. If the first orders have path \(W_1\), the intensity is

\[
\begin{aligned}
I&=\left|A_0+2A_1e^{ikW_1}\cos(2\pi x/p)\right|^2\\
&=A_0^2+4A_0A_1\cos(kW_1)\cos(2\pi x/p)\\
&\quad+4A_1^2\cos^2(2\pi x/p),
\end{aligned}
\]

where \(p\) is the wafer period. The modulation at this period has its greatest strength when \(W_1=0\). The modulation is equally strong when \(W_1\) is any other multiple of \(\lambda/2\), although at odd multiples the image is shifted sideways by half a period. The heights of these other images depend on the period; the focus meant here is the one at \(W_1=0\). A grating that varies along \(x\) therefore has its best focus at \(z_x\), and one that varies along \(y\) has it at \(z_y\).

**Defocus and astigmatism.** In the full pupil put \(a=\mathrm{NA}\,\rho\cos\phi\) and \(b=\mathrm{NA}\,\rho\sin\phi\), with \(0\le\rho\le1\). At the original wafer height,

\[
W_d=\frac{d\,\mathrm{NA}^2\rho^2}{2}
\left(\frac{\cos^2\phi}{16}+\frac{\sin^2\phi}{64}\right).
\]

Substitution of \(\cos^2\phi=(1+\cos2\phi)/2\) and \(\sin^2\phi=(1-\cos2\phi)/2\) gives

\[
\boxed{W_d=\frac{d\,\mathrm{NA}^2\rho^2}{2}
\left(\frac5{128}+\frac3{128}\cos2\phi\right).}
\]

The first term is rotationally symmetric and is defocus. The second changes sign between the two axes and is astigmatism.

To compare their strengths, use functions with unit mean square over a uniform circular pupil:

\[
Z_d=\sqrt3(2\rho^2-1),\qquad Z_a=\sqrt6\,\rho^2\cos2\phi .
\]

With \(t=\rho^2\), equal intervals of \(t\) have equal area. Their mean squares are \(3\int_0^1(2t-1)^2dt=1\) and \(6(1/2)\int_0^1t^2dt=1\). Since \(\rho^2=1/2+Z_d/(2\sqrt3)\), the coefficients are

\[
c_d=\frac{5d\,\mathrm{NA}^2}{512\sqrt3},\qquad
c_a=\frac{3d\,\mathrm{NA}^2}{256\sqrt6}.
\]

The constant \(1/2\) changes only the common phase. The ratio \(c_a/c_d=6/(5\sqrt2)\) is about 0.85, so the astigmatism is nearly as strong as the defocus.

**Refocusing.** A wafer displacement changes the defocus coefficient to

\[
c_d(z)=\frac{\mathrm{NA}^2}{4\sqrt3}\left(\frac{5d}{128}-z\right),
\]

but leaves \(c_a\) unchanged. Because \(Z_d\) and \(Z_a\) are orthogonal, the mean-square error is \(c_d(z)^2+c_a^2\). It is smallest at \(z=5d/128\), where the astigmatism remains in full.

For equal reductions, \(M_x=M_y=M\), the same algebra gives \(W_d=dM^2\mathrm{NA}^2\rho^2/2\). There is no astigmatic term, and a wafer movement \(M^2d\) removes the whole paraxial error. It is the inequality of the reductions that produces the astigmatism here, through the half-difference \((M_x^2-M_y^2)d/2\).

## What each derivation assumes

Both derivations need a projector that forms a sharp paraxial image at the nominal mask height, with principal directions along \(x\) and \(y\). The path found with waves is the whole wavefront error only if the projector has no other aberration. Both need a height error that is uniform over the relevant patch. They differ in where small angles enter and in what they can describe beyond the common result.

The ray derivation assumes small angles from its first line. It needs no wavelength, coherence or pupil shape. It retains \(C\), and so shows what happens without telecentricity: the focus shift acquires the factor \(1/(1-mCd)\), and the image at the new focus, where the coefficient of \(\theta_0\) vanishes, has scale \(m+z_xC\) instead of \(m\). It does not give the intensity of a diffraction-limited image.

The wave derivation assumes that the projector maps mask directions to wafer directions in fixed proportion throughout the pupil. It treats one patch of the field with a fixed chief ray. Small angles enter only when the square roots are expanded, so the path \(W=d(1-\gamma_m)-z(1-\gamma_w)\) can be used at high aperture. The phase law does not require a thin mask: rigidly moving any linear scatterer lit by a plane wave gives the same incident and outgoing phase factors. A thick mask does change the amplitudes and phases of the orders to which this path is added.

**A tilted chief ray.** A reflective mask is usually lit obliquely, so that incident and reflected light are separated. Let the reflected chief ray make an angle \(\theta\) with the axis in the \(y\)-\(z\) plane, while the wafer side remains telecentric. With \(u=M_xa\) and \(v=M_yb\), the outgoing axial cosine is

\[
\gamma_m=\sqrt{1-u^2-(\sin\theta+v)^2}
=\sqrt{\cos^2\theta-2v\sin\theta-u^2-v^2}.
\]

Take out \(\cos\theta\) and expand the root to second order. The square of the linear term contributes \(-v^2\sin^2\theta/(2\cos^3\theta)\), which combines with \(-v^2/(2\cos\theta)\). Therefore

\[
\gamma_m\simeq\cos\theta-v\tan\theta
-\frac{u^2}{2\cos\theta}-\frac{v^2}{2\cos^3\theta},
\]

and the path relative to the chief ray is

\[
W_d\simeq d\left[M_yb\tan\theta+\frac{M_x^2a^2}{2\cos\theta}
+\frac{M_y^2b^2}{2\cos^3\theta}\right].
\]

The focus factors become \(M_x^2/\cos\theta\) and \(M_y^2/\cos^3\theta\). The linear term moves the image sideways by \(M_yd\tan\theta\) in magnitude. Since the wafer side is telecentric, refocusing does not remove this displacement.

**A large aperture.** The next term of the expansion is \(1-\sqrt{1-s^2}\simeq(s^2/2)(1+s^2/4)\). For an axial chief ray and two orders at \(\pm a\) along \(x\), the condition \(W=0\) gives

\[
z_x\simeq M_x^2d\,
\frac{1+M_x^2a^2/4}{1+a^2/4}
\simeq M_x^2d\left[1-\frac{(1-M_x^2)a^2}{4}\right].
\]

The shift is smaller than the paraxial value because the wafer angles are much larger than the mask angles. A given wafer movement then produces more path change than its quadratic approximation suggests. The focus also depends on pitch, so the fractions 1/16 and 1/64 are small-angle limits.

A computed three-beam image checks this behaviour. For first-order wafer cosines of 0.05, a height error of 2000 nm and an axial chief ray, the best foci divided by \(d\) are 0.062463 and 0.015615. They lie about 0.06 % below 1/16 and 1/64, as the last formula and its counterpart for \(y\) predict.

## A worked example

Take \(\lambda=13.5\) nm, \(\mathrm{NA}=0.55\) and \(d=100\) nm. The paraxial foci are

\[
z_x=\frac{100}{16}=6.25\ \text{nm},\qquad
z_y=\frac{100}{64}=1.56\ \text{nm}.
\]

Their mean is 3.91 nm and their difference is 4.69 nm. For scale, in the small-angle approximation a defocus that produces a quarter-wave path at the pupil edge satisfies \(z\,\mathrm{NA}^2/2=\lambda/4\), so \(z=\lambda/(2\mathrm{NA}^2)=22.3\) nm. With the exact cosine it is 20.5 nm. The paraxial focus difference is a little over one fifth of either length.

The wavefront coefficients are

\[
c_d=\frac{5(100)(0.55)^2}{512\sqrt3}=0.171\ \text{nm},
\]

\[
c_a=\frac{3(100)(0.55)^2}{256\sqrt6}=0.145\ \text{nm}.
\]

The astigmatism is \(0.145/13.5\), or 10.7 thousandths of a wavelength rms.

Now keep the exact direction cosines and tilt the mask chief ray by 5.4 degrees. The best common focus, defined by the smallest rms path over the full pupil after lateral shifts are removed, is 3.62 nm. This is 7.2 % below the paraxial mean. The leading aperture correction accounts for most of the change. In a least-squares fit over the disc, \(\rho^4\) has unit slope against \(\rho^2\), so the wafer path is steeper by about \(1+\mathrm{NA}^2/4=1.076\), which lowers the focus by about 7 %. The close agreement with 7.2 % owes something to cancellation: the higher wafer terms deepen the drop to 8.1 %, while the higher mask terms and the tilt give back about 0.3 and 0.6 percentage points.

Refocusing reduces the rms path from 0.226 to 0.146 nm. The latter is within 1 % of the paraxial astigmatism. The Strehl ratio, the peak intensity of a point image relative to that of a perfect one in this scalar model, rises from 0.989 to 0.995. The small-error estimate \(1-(2\pi\times0.146/13.5)^2\) also gives 0.995. The remaining loss in peak intensity is small. At this aperture the two line foci are blurred, because steeper rays cross at different heights, but the two directions still focus separately.

Three-beam images of gratings of 28 nm pitch, with the zero order at the centre of the pupil, show that separation. Their best foci are 5.91 nm for variation along \(x\) and 1.49 nm for variation along \(y\), a difference of 4.42 nm. Both lie below the paraxial values, as expected at this angle. The illumination matters here: if only two beams form the image, placed symmetrically about the pupil centre, a wafer movement changes their paths equally, and the modulation has no best focus. This holds for point sources. Poles of finite size contain points whose beams are not symmetric, and a best focus reappears; for pole radii of 0.05 to 0.15 of the pupil radius it lies near 6.1 nm for variation along \(x\) and 1.5 nm for variation along \(y\).

The tilted chief ray has little effect on focus: it raises the quadratic factors by 0.4 % along \(x\) and 1.3 % along \(y\). Its lateral effect is more noticeable. The formula gives

\[
M_yd\tan\theta=\frac{100\tan5.4^\circ}{8}=1.18\ \text{nm},
\]

and the computed grating image is displaced by the same amount to this precision. A uniform displacement can be corrected by moving the wafer sideways. If the mask height varies slowly across the field, the displacement varies too, and one sideways movement cannot correct all of it.

These parameters lie in the regime of high-NA extreme-ultraviolet lithography, which uses reflective masks and 4x/8x reduction. The chief-ray angle is a rough value. The 100 nm height error is a round number, probably large for a well-flattened mask; within the paraxial model, the focus shifts and path errors scale in proportion to it. Real projectors of this type depart from the full circular pupil by having a central obscuration. With a rough obscured radius of 0.2 of the pupil radius, the best common focus changes from 3.62 to 3.61 nm and the refocused path error from 0.146 to 0.149 nm. The obscuration also blocks a zero order at the pupil centre, so the three-beam images above belong to the unobscured pupil. With the obscuration and an annular source, the two grating foci are about 5.8 nm and 1.5 nm. Real masks also have thick absorbers and a multilayer reflector, which can give different patterns different focus offsets. Those offsets, the residual aberrations of the projector and the resist response are not included in these numbers. The model is also scalar: for linearly polarized light the brightest point image lies about 0.1 nm below 3.62 nm for polarization along \(x\) and about 0.1 nm above it for polarization along \(y\), while the Strehl ratios are unchanged to the digits given. The numerical output lists the remaining values.

## Table of computed values

```
INPUTS
wavelength: 13.5 nm
wafer NA: 0.55
mask height error: 100.0 nm
rough mask chief-ray angle: 5.4 degrees
mask-side NA along x: 0.13750
mask-side NA along y: 0.06875
INDEPENDENT TESTS
ray-matrix focus factor x: 0.062500
ray-matrix focus factor y: 0.015625
low-NA grating focus factor x: 0.062463
low-NA grating focus factor y: 0.015615
low-NA point-image focus factor: 0.039039
paraxial common focus factor 5/128: 0.039062
largest scattered-path error: 3.9e-07 nm
PARAXIAL EXAMPLE
wafer focus shift x: 6.2500 nm
wafer focus shift y: 1.5625 nm
mean focus shift: 3.9062 nm
astigmatic half-difference: 2.3438 nm
focus difference x minus y: 4.6875 nm
quarter-wave focus scale: 22.31 nm
defocus coefficient: 0.1706 nm rms
astigmatism coefficient: 0.1447 nm rms
astigmatism: 10.72 milliwaves rms
EXACT ANGLES AND TILTED CHIEF RAY
tilted-ray quadratic focus factor x: 0.062779
tilted-ray quadratic focus factor y: 0.015835
best common wafer focus: 3.6235 nm
change from paraxial focus: -7.24 %
wavefront before refocus: 0.2255 nm rms
wavefront after refocus: 0.1456 nm rms
Strehl ratio before refocus: 0.98904
Strehl ratio after refocus: 0.99542
lateral shift magnitude, formula: 1.1816 nm
lateral shift magnitude, image: 1.1838 nm
grating pitch: 28.0 nm
grating best focus, variation along x: 5.9107 nm
grating best focus, variation along y: 1.4868 nm
rough obscuration radius / pupil radius: 0.20
best common focus with obscuration: 3.6118 nm
refocused wavefront with obscuration: 0.1486 nm rms
```
